# Recovering a phonon accumulation function from film conductivities, and the resolution lost: a program that tests the result

```python
# Result under test: the phonon mean-free-path accumulation alpha(L) can be
# estimated from in-plane film conductivities by a convex least-squares problem
# (alpha monotone from 0 to 1, penalty on its curvature in ln L), solved through
# nonnegative least squares. The film blurs alpha in ln L with a kernel w whose
# transform is m(s) = 3 Gamma(1-s)/((1+s)(1-s)(3-s)); this limits resolution.
# Symbols: kn = mean free path / thickness, S = suppression function,
# p = conductivity fraction per logarithmic cell, lam = penalty weight,
# sigma = error of the conductivity ratio, omega = frequency in ln L.
import numpy as np
from scipy.special import expn, gamma, ndtr
from scipy.optimize import nnls, brentq, linprog


def suppression(kn):
    kn = np.asarray(kn, float)
    x = 1.0 / kn
    direct = 1 - 0.375 * kn + 1.5 * kn * (expn(3, x) - expn(5, x))
    tail = 0.75 * x * (np.log(kn) + 1 - np.euler_gamma) + 0.5 * x * x
    return np.where(kn < 1e3, direct, tail)   # tail avoids cancellation


def kernel_transform(s):
    return 3 * gamma(1 - s) / ((1 + s) * (1 - s) * (3 - s))


def kernel_gain(omega):
    return (3 * np.sqrt(np.pi * omega / np.sinh(np.pi * omega))
            / ((1 + omega**2) * np.sqrt(9 + omega**2)))


def forward_matrix(thickness, edges):
    nodes, weights = np.polynomial.legendre.leggauss(4)
    middle = 0.5 * (edges[1:] + edges[:-1])
    half = 0.5 * np.diff(edges)
    x = middle[:, None] + half[:, None] * nodes
    values = suppression(np.exp(x)[None] / thickness[:, None, None])
    return (values * weights / 2).sum(axis=-1)


def roughness_matrix(cells, step):
    # squared norm of (matrix @ p) = integral of (d density / d ln L)^2
    diff = np.zeros((cells + 1, cells))
    j = np.arange(cells)
    diff[j, j] = 1.0
    diff[j + 1, j] = -1.0
    return diff / step**1.5


# --- suppression function against a numerical Boltzmann solution -------------
def boltzmann_film(kn, steps=2000):
    nodes, weights = np.polynomial.legendre.leggauss(40)
    mu, weights = 0.5 * (nodes + 1), 0.5 * weights
    a = 1.0 / (steps * kn * mu)
    g = np.zeros_like(mu)
    average = np.zeros_like(mu)
    for _ in range(steps):
        new = ((1 - a / 2) * g + a) / (1 + a / 2)
        average += 0.5 * (g + new) / steps
        g = new
    return np.sum(weights * 1.5 * (1 - mu**2) * average)


for kn in (0.5, 2.0, 10.0):
    assert abs(boltzmann_film(kn) - suppression(kn)) < 1e-4
assert abs(suppression(999.999999) - suppression(1000.000001)) < 1e-8

# --- kernel transform and moments against quadrature -------------------------
u = np.arange(-30, 30, 0.02)
delta = 1e-3
w = (suppression(np.exp(u - delta)) - suppression(np.exp(u + delta))) / (2 * delta)
assert w.min() > -1e-9
assert abs(w.sum() * 0.02 - 1) < 1e-5
for omega in (0.5, 1.0, 2.0):
    numeric = np.sum(w * np.exp(1j * omega * u)) * 0.02
    assert abs(numeric - kernel_transform(1j * omega)) < 1e-5
    assert abs(abs(numeric) - kernel_gain(omega)) < 1e-5
kernel_mean = np.euler_gamma + 1 / 3
kernel_var = np.pi**2 / 6 + 19 / 9
assert abs(np.sum(w * u) * 0.02 - kernel_mean) < 1e-4
assert abs(np.sum(w * (u - kernel_mean)**2) * 0.02 - kernel_var) < 1e-3
asymptote = 3 * np.sqrt(2 * np.pi) * 40**-2.5 * np.exp(-20 * np.pi)
assert abs(kernel_gain(40.0) / asymptote - 1) < 0.01

# --- model data, made without the reconstruction grid ------------------------
k_bulk, sigma = 100.0, 0.02
thickness = np.logspace(1, 4, 13)                       # nm
centres, width = np.array([200.0, 5000.0]), 0.3         # nm, in ln L
t, tw = np.polynomial.hermite_e.hermegauss(40)
tw = tw / tw.sum()
clean = sum(0.5 * (suppression(c * np.exp(width * t)[None] / thickness[:, None])
                   * tw).sum(axis=1) for c in centres)
rng = np.random.default_rng(7)
data = clean + sigma * rng.standard_normal(thickness.size)

cells = 72
edges = np.linspace(0.0, np.log(1e6), cells + 1)        # ln(L / nm)
step = edges[1] - edges[0]
A = forward_matrix(thickness, edges)
D = roughness_matrix(cells, step)


def true_accumulation(x):
    return sum(0.5 * ndtr((x - np.log(c)) / width) for c in centres)


p_true = np.diff(true_accumulation(edges))
grid_error = np.max(np.abs(A @ p_true - clean))
assert grid_error < 1e-3


def reconstruct(ratios, error, lam):
    G = np.vstack([(A - ratios[:, None]) / error, np.sqrt(lam) * D])
    c = 5.0
    rhs = np.zeros(G.shape[0] + 1)
    rhs[-1] = c
    y, _ = nnls(np.vstack([G, c * np.ones(cells)]), rhs, maxiter=5000)
    return y / y.sum(), G


def misfit(p):
    return np.sum(((data - A @ p) / sigma)**2)


# --- penalty weight and its monotone trends ----------------------------------
trend = [reconstruct(data, sigma, lam)[0] for lam in 10.0**np.arange(-2, 6)]
chi_trend = np.array([misfit(p) for p in trend])
rough_trend = np.array([np.sum((D @ p)**2) for p in trend])
assert np.all(np.diff(chi_trend) > -1e-5)
assert np.all(np.diff(rough_trend) < 1e-5)
target = max(float(thickness.size), chi_trend[0] + 1.0)
log_lam = brentq(lambda v: misfit(reconstruct(data, sigma, 10.0**v)[0]) - target,
                 -2, 5, xtol=1e-6)
lam = 10.0**log_lam
p_fit, G = reconstruct(data, sigma, lam)
alpha_fit = np.concatenate([[0.0], np.cumsum(p_fit)])

# --- objective from its definition, and the convex optimality certificate ----
density = np.concatenate([[0.0], p_fit / step, [0.0]])
objective = misfit(p_fit) + lam * step * np.sum((np.diff(density) / step)**2)
assert abs(objective - np.sum((G @ p_fit)**2)) < 1e-8 * objective
gradient = 2 * G.T @ (G @ p_fit)
gap = gradient @ p_fit - gradient.min()
assert gap < 1e-6 * objective
assert np.all(np.diff(alpha_fit) >= 0) and abs(alpha_fit[-1] - 1) < 1e-12
free = np.linalg.solve(G.T @ G, np.ones(cells))
p_free = free / free.sum()                 # same problem without p >= 0
assert np.sum((G @ p_free)**2) <= objective * (1 + 1e-8)


def count_peaks(p):
    q = np.concatenate([[0.0], p, [0.0]])
    return int(np.sum((q[1:-1] > q[:-2]) & (q[1:-1] > q[2:])
                      & (q[1:-1] > 0.01 * q.max())))


# --- frequency gain of the linear estimator against matrix inversion ---------
per_log = 1 / np.log(thickness[1] / thickness[0])
mu_r = lam * sigma**2 / per_log


def filter_gain(omega, strength):
    m2 = kernel_gain(omega)**2
    return m2 / (m2 + strength * omega**4)


wide = np.linspace(-20.1, 20.1, 202)
wide_step = wide[1] - wide[0]
mid = 0.5 * (wide[1:] + wide[:-1])
log_d = np.arange(-22, 22.01, 0.4)
B = forward_matrix(np.exp(log_d), wide)
E = roughness_matrix(mid.size, wide_step)
normal = B.T @ B + mu_r / 0.4 * E.T @ E
envelope = 4.0
gain_error = 0.0
for omega in (1.0, 1.5, 2.0):
    wave = np.exp(-mid**2 / (2 * envelope**2)) * np.cos(omega * mid)
    output = np.linalg.solve(normal, B.T @ (B @ wave))[mid.size // 2]
    v = np.linspace(omega - 2, omega + 2, 4000)         # even count avoids v = 0
    lobe = np.exp(-envelope**2 * (v - omega)**2 / 2)
    predicted = np.sum(filter_gain(np.abs(v) + 1e-12, mu_r) * lobe) / lobe.sum()
    gain_error = max(gain_error, abs(output - predicted))
assert gain_error < 0.01


def cutoff(error):
    root_mu = np.sqrt(lam * error**2 / per_log)
    return brentq(lambda o: np.log(kernel_gain(o) / (root_mu * o * o)), 0.01, 30)


# --- smallest separation of two sharp lines that yields two peaks ------------
line_centre = np.exp(kernel_mean) * np.sqrt(thickness[0] * thickness[-1])
middle_cell = np.searchsorted(edges, np.log(line_centre)) - 1


def two_line_limit(error):
    for separation in np.arange(0.5, 4.01, 0.1):
        lines = line_centre * 10.0**(np.array([-0.5, 0.5]) * separation)
        ratios = suppression(lines[None] / thickness[:, None]).mean(axis=1)
        p = reconstruct(ratios, error, lam)[0]
        lower = min(p[:middle_cell].max(), p[middle_cell + 1:].max())
        if p[middle_cell] < 0.9 * lower:
            return separation
    return np.nan


limits = [two_line_limit(sigma), two_line_limit(sigma / 10)]

# --- bias, scatter and penalty-free range of alpha ---------------------------
draws = 200
curves = np.array([np.cumsum(reconstruct(
    clean + sigma * rng.standard_normal(clean.size), sigma, lam)[0])
    for _ in range(draws)])
rows = []
for index in (24, 30, 36, 42, 48):
    cost = np.zeros(cells)
    cost[:index] = 1.0
    ends = []
    for sign in (1, -1):
        lp = linprog(sign * cost, A_ub=np.vstack([A, -A]),
                     b_ub=np.concatenate([clean + sigma, sigma - clean]),
                     A_eq=np.ones((1, cells)), b_eq=[1.0],
                     bounds=(0, None), method="highs")
        assert lp.status == 0
        ends.append(sign * lp.fun)
    truth = true_accumulation(edges[index])
    sample = curves[:, index - 1]
    rows.append([np.exp(edges[index]), truth, alpha_fit[index],
                 sample.mean() - truth, sample.std(ddof=1), ends[0], ends[1]])
rows = np.array(rows)
worst = np.argmax(np.abs(rows[:, 3]))
assert abs(rows[worst, 3]) > rows[worst, 4]

# --- report ------------------------------------------------------------------
print(f"bulk conductivity {k_bulk:.0f} W/(m K), noise {k_bulk*sigma:.1f} W/(m K)")
print(f"true groups at {centres[0]:.0f} and {centres[1]:.0f} nm, "
      f"log width {width}, weight 0.5 each")
print(f"grid: {cells} cells from {np.exp(edges[0]):.0f} to {np.exp(edges[-1]):.0f} nm, "
      f"step {step:.4f} in ln L")
print("S at kn = 0.1, 1, 10:", np.round(suppression([0.1, 1.0, 10.0]), 4))
print(f"kernel mean {kernel_mean:.4f} in ln L, i.e. L/d = {np.exp(kernel_mean):.3f}")
print(f"kernel standard deviation {np.sqrt(kernel_var):.4f} in ln L = "
      f"{np.sqrt(kernel_var)/np.log(10):.3f} decades")
print("kernel gain |m| at omega = 0.5, 1, 2, 3:",
      np.round(kernel_gain(np.array([0.5, 1.0, 2.0, 3.0])), 5))
print("thickness nm | k clean | k noisy | k fitted, W/(m K)")
for row in zip(thickness, k_bulk * clean, k_bulk * data, k_bulk * (A @ p_fit)):
    print("%10.1f %8.2f %8.2f %8.2f" % row)
print(f"largest grid error of k {k_bulk*grid_error:.4f} W/(m K)")
print(f"chi2 at lam = 0.01: {chi_trend[0]:.3f}; target chi2 {target:.3f}")
print(f"chosen lam {lam:.4g}; chi2 {misfit(p_fit):.3f}; objective {objective:.3f}")
print(f"bound on excess objective {max(gap, 0):.1e}")
print(f"peaks in density: true {count_peaks(p_true)}, recovered {count_peaks(p_fit)}")
print(f"density per unit ln L: recovered max {p_fit.max()/step:.4f}, "
      f"true max {p_true.max()/step:.4f}")
print(f"minimum density without sign constraint {p_free.min()/step:.5f}")
print(f"samples per unit ln d {per_log:.4f}; mu_r {mu_r:.4e}")
print(f"largest error of gain formula in matrix test {gain_error:.5f}")
for factor in (1, 10, 100):
    oc = cutoff(sigma / factor)
    print(f"noise {k_bulk*sigma/factor:.2f} W/(m K): omega_c {oc:.3f}, "
          f"half-period {np.pi/oc/np.log(10):.3f} decades")
print(f"two-line test centre {line_centre:.1f} nm, scan step 0.1 decades")
print(f"two-line limit: {limits[0]:.1f} decades at {k_bulk*sigma:.1f} W/(m K), "
      f"{limits[1]:.1f} decades at {k_bulk*sigma/10:.1f} W/(m K)")
print(f"noise draws {draws}; alpha table:")
print("L nm | true | recovered | bias | scatter | lowest | highest")
for row in rows:
    print("%8.1f %7.4f %7.4f %8.4f %7.4f %7.4f %7.4f" % tuple(row))
print("all tests passed")
```

It prints:

```
bulk conductivity 100 W/(m K), noise 2.0 W/(m K)
true groups at 200 and 5000 nm, log width 0.3, weight 0.5 each
grid: 72 cells from 1 to 1000000 nm, step 0.1919 in ln L
S at kn = 0.1, 1, 10: [0.9625 0.6839 0.2091]
kernel mean 0.9105 in ln L, i.e. L/d = 2.486
kernel standard deviation 1.9381 in ln L = 0.842 decades
kernel gain |m| at omega = 0.5, 1, 2, 3: [0.65195 0.2474  0.02549 0.00276]
thickness nm | k clean | k noisy | k fitted, W/(m K)
      10.0     7.11     7.12     8.71
      17.8    10.66    11.26    12.42
      31.6    15.52    14.98    17.18
      56.2    21.84    20.06    23.00
     100.0    29.47    28.56    29.81
     177.8    37.92    35.94    37.42
     316.2    46.49    46.61    45.56
     562.3    54.64    57.32    53.90
    1000.0    62.40    61.41    62.11
    1778.3    70.05    68.81    69.84
    3162.3    77.62    78.60    76.83
    5623.4    84.63    85.34    82.87
   10000.0    90.33    90.54    87.85
largest grid error of k 0.0164 W/(m K)
chi2 at lam = 0.01: 3.777; target chi2 13.000
chosen lam 2241; chi2 13.000; objective 48.384
bound on excess objective 2.2e-11
peaks in density: true 2, recovered 1
density per unit ln L: recovered max 0.1853, true max 0.6521
minimum density without sign constraint -0.01365
samples per unit ln d 1.7372; mu_r 5.1611e-01
largest error of gain formula in matrix test 0.00000
noise 2.00 W/(m K): omega_c 0.757, half-period 1.803 decades
noise 0.20 W/(m K): omega_c 1.311, half-period 1.041 decades
noise 0.02 W/(m K): omega_c 1.964, half-period 0.695 decades
two-line test centre 786.0 nm, scan step 0.1 decades
two-line limit: 2.5 decades at 2.0 W/(m K), 1.5 decades at 0.2 W/(m K)
noise draws 200; alpha table:
L nm | true | recovered | bias | scatter | lowest | highest
   100.0  0.0052  0.1268   0.1288  0.0108  0.0000  0.3389
   316.2  0.4683  0.2914  -0.1708  0.0109  0.0056  0.6247
  1000.0  0.5000  0.4980  -0.0000  0.0100  0.1925  0.8020
  3162.3  0.5317  0.7027   0.1685  0.0105  0.3747  0.9873
 10000.0  0.9948  0.8643  -0.1353  0.0112  0.6861  1.0000
all tests passed
```
